# The DMPK equation and its conductance moments, derived from thin slices: test program

```python
"""DMPK equation and its large-N moments, tested from the scattering of slices.

Result under test: a wire of N channels and length s (in mean free paths) has
  <T>   = N/(1+s) - (2-beta)/(3 beta) * (s/(1+s))**3 + O(1/N)
  Var T = 2/(15 beta) * (1 - (1+6s)/(1+s)**6)        + O(1/N)
T = sum of transmission eigenvalues T_n = conductance in units of 2e^2/h.
beta = 1, 2, 4: symmetry index.  r: reflection matrix of the wire.
rho: reflection matrix of the added slice, seen from the wire.
p_k = sum_n T_n**k: power sums.  lambda_n = (1-T_n)/T_n.
"""
from fractions import Fraction
from functools import lru_cache
from math import factorial
import numpy as np
import sympy as sp
from scipy import constants

rng = np.random.default_rng(7)


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def haar(size):
    z = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    q, upper = np.linalg.qr(z)
    d = np.diag(upper)
    return q * (d / abs(d))


def coupling(beta, n_ch):
    return 2.0 / (beta * n_ch + 2 - beta)


def drift(T, beta):
    """Derived mean rate of change of each T_n."""
    n_ch = len(T)
    c = coupling(beta, n_ch)
    out = []
    for n in range(n_ch):
        repulsion = sum((T[n] + T[m] - 2 * T[n] * T[m]) / (T[n] - T[m])
                        for m in range(n_ch) if m != n)
        out.append(-T[n] + c * T[n] * (1 - T[n] + beta / 2 * repulsion))
    return out


def diffusion(T, beta):
    """Derived half rate of growth of the variance of each T_n."""
    return [coupling(beta, len(T)) * t**2 * (1 - t) for t in T]


def composite_eigenvalues(r, rho):
    """Transmission eigenvalues of slice plus wire from the closed formula."""
    one = np.eye(len(r))
    w, v = np.linalg.eigh(one - dagger(rho) @ rho)
    root = (v * np.sqrt(np.maximum(w, 0))) @ dagger(v)
    a = root @ np.linalg.inv(one - r @ rho)
    return np.linalg.eigvalsh(a @ (one - r @ dagger(r)) @ dagger(a))


# --- Composition formula against explicit matching of wave amplitudes ---
n = 3
slice_s, wire_s = haar(2 * n), haar(2 * n)
slice_t_left, slice_r_right = slice_s[:n, n:], slice_s[n:, n:]
wire_r, wire_t_left = wire_s[:n, :n], wire_s[:n, n:]
# unknowns: left-moving a and right-moving b between slice and wire
matching = np.block([[np.eye(n), -wire_r], [-slice_r_right, np.eye(n)]])
source = np.vstack([wire_t_left, np.zeros((n, n))])
outgoing = slice_t_left @ np.linalg.solve(matching, source)[:n]
matched = np.linalg.eigvalsh(outgoing @ dagger(outgoing))
err_match = np.max(abs(matched - composite_eigenvalues(wire_r, slice_r_right)))
assert err_match < 1e-10


# --- Drift and diffusion from finite differences of the composition ---
def slice_basis(beta, n_ch):
    """Orthonormal real basis of the reflection matrices allowed by symmetry."""
    size = 2 * n_ch if beta == 4 else n_ch
    J = np.kron(np.eye(n_ch), np.array([[0, 1], [-1, 0]]))
    basis = []
    for i in range(size):
        for j in range(size):
            e = np.zeros((size, size), complex)
            e[i, j] = 1
            if beta == 1:
                e = e + e.T
            if beta == 4:
                e = (e - e.T) @ J.T
            if beta != 2 and (j < i or (beta == 4 and j == i)):
                continue
            e = e / np.linalg.norm(e)
            basis += [e, 1j * e]
    return basis


T_start = np.array([0.25, 0.55, 0.85])
err_drift, err_diff, drift_seen = {}, {}, {}
for beta in (1, 2, 4):
    size = 6 if beta == 4 else 3
    u = haar(size)
    D = np.diag(np.sqrt(1 - np.repeat(T_start, size // 3)))
    J = np.kron(np.eye(3), np.array([[0, 1], [-1, 0]]))
    right = {1: u.T, 2: haar(size), 4: J @ u.T @ J.T if beta == 4 else None}[beta]
    r = u @ D @ right
    basis = slice_basis(beta, 3)
    variance = size / len(basis)  # unit mean reflection per channel per ds
    h, step = 2e-4, size // 3
    mean_rate, cov_rate = np.zeros(3), np.zeros((3, 3))
    centre = composite_eigenvalues(r, 0 * basis[0])[::step]
    for e in basis:
        up = composite_eigenvalues(r, h * e)
        down = composite_eigenvalues(r, -h * e)
        up = up.reshape(3, step).mean(axis=1)
        down = down.reshape(3, step).mean(axis=1)
        mean_rate += 0.5 * variance * (up + down - 2 * centre) / h**2
        slope = (up - down) / (2 * h)
        cov_rate += variance * np.outer(slope, slope)
    drift_seen[beta] = mean_rate
    err_drift[beta] = np.max(abs(mean_rate - drift(T_start, beta)))
    err_diff[beta] = np.max(abs(cov_rate - 2 * np.diag(diffusion(T_start, beta))))
    # tolerance: finite-difference truncation and rounding at this h
    assert err_drift[beta] < 5e-5 and err_diff[beta] < 5e-5

# --- Fokker-Planck equation in T against the DMPK form in lambda ---
lam = sp.symbols("lam1:4", positive=True)
tau = sp.symbols("tau1:4", positive=True)
trial = (1 + lam[0] * lam[1] + lam[2]**2) * sp.exp(-lam[0] - lam[1] / 2 - 2 * lam[2])
point = [2.3, 1.1, 0.4]
at_lam = dict(zip(lam, point))
at_tau = {t: 1 / (1 + x) for t, x in zip(tau, point)}
err_dmpk = 0.0
for beta in (1, 2, 4):
    jac = ((lam[0] - lam[1]) * (lam[0] - lam[2]) * (lam[1] - lam[2]))**beta
    dmpk = coupling(beta, 3) * sum(
        sp.diff(x * (1 + x) * jac * sp.diff(trial / jac, x), x) for x in lam)
    measure = (tau[0] * tau[1] * tau[2])**2
    density = trial.subs({x: 1 / t - 1 for x, t in zip(lam, tau)}) / measure
    a, b = drift(tau, beta), diffusion(tau, beta)
    planck = measure * sum(-sp.diff(a[i] * density, tau[i])
                           + sp.diff(b[i] * density, tau[i], 2) for i in range(3))
    lhs, rhs = float(dmpk.subs(at_lam)), float(planck.subs(at_tau))
    err_dmpk = max(err_dmpk, abs(lhs - rhs))
    assert abs(lhs - rhs) < 1e-9 * (1 + abs(lhs))

# --- Finite-N equations for power sums against the drift and diffusion ---
T = np.array([0.12, 0.31, 0.58, 0.77, 0.93])
p = [np.sum(T**k) for k in range(5)]
err_hier = 0.0
for beta in (1, 2, 4):
    a, b = np.array(drift(T, beta)), np.array(diffusion(T, beta))
    c, g = coupling(beta, len(T)), 2 - beta
    closed = [-(c / 2) * (beta * p[1]**2 + g * p[2]),
              c * (beta * (p[1]**2 - 2 * p[1] * p[2]) + g * (p[2] - 2 * p[3])),
              1.5 * c * (beta * (2 * p[1] * p[2] - 2 * p[1] * p[3] - p[2]**2)
                         + g * (2 * p[3] - 3 * p[4]))]
    for k in (1, 2, 3):
        direct = np.sum(k * T**(k - 1) * a + k * (k - 1) * T**(k - 2.0) * b)
        err_hier = max(err_hier, abs(direct - closed[k - 1]))
assert err_hier < 1e-10

# --- Closed solutions satisfy the large-N equations and initial values ---
s, B = sp.symbols("s beta", positive=True)
x = 1 + s
t1 = 1 / x
t2 = 2 / (3 * x) + 1 / (3 * x**4)
t3 = 8 / (15 * x) + 1 / (3 * x**4) - 1 / (5 * x**6) + 1 / (3 * x**7)
g1 = -(2 - B) / (3 * B) * (s / x)**3
var = 2 / (15 * B) * (1 - (1 + 6 * s) / x**6)
residuals = [sp.diff(t1, s) + t1**2,
             sp.diff(t2, s) - 2 * t1**2 + 4 * t1 * t2,
             sp.diff(t3, s) - 6 * t1 * t2 + 6 * t1 * t3 + 3 * t2**2,
             sp.diff(g1, s) + 2 * t1 * g1 - (2 - B) / B * (t1**2 - t2),
             sp.diff(var, s) + 4 * t1 * var - 4 / B * (t2 - t3)]
assert all(sp.simplify(q) == 0 for q in residuals)
assert [sp.simplify(f.subs(s, 0)) for f in (t1, t2, t3, g1, var)] == [1, 1, 1, 0, 0]


# --- Exact Taylor series in s at finite N, with no factorization assumed ---
def add(poly, key, value, n_ch):
    """Add value * product of p_k; p_0 equals the number of channels."""
    value = value * n_ch**key.count(0)
    key = tuple(sorted(k for k in key if k))
    poly[key] = poly.get(key, 0) + value


@lru_cache(maxsize=None)
def generator_power_sum(k, beta, n_ch):
    c = Fraction(2, beta * n_ch + 2 - beta)
    out = {}
    add(out, (k,), -k + k * k * c, n_ch)
    add(out, (k + 1,), -k * k * c, n_ch)
    for j in range(k):
        for i, m, w in ((j + 1, k - 1 - j, 1), (j, k - j, 1), (j + 1, k - j, -2)):
            weight = w * k * c * beta / 4
            add(out, (i, m), weight, n_ch)      # all pairs of channels
            add(out, (i + m,), -weight, n_ch)   # minus equal channels
    return out


def taylor(key, beta, n_ch, order):
    """Taylor coefficients of the mean of a product of power sums."""
    c = Fraction(2, beta * n_ch + 2 - beta)
    poly, coeffs = {key: Fraction(1)}, []
    for power in range(order + 1):
        value = sum(v * n_ch**len(q) for q, v in poly.items())
        coeffs.append(Fraction(value) / factorial(power))
        new = {}
        for q, v in poly.items():
            for i in range(len(q)):
                rest = q[:i] + q[i + 1:]
                for q2, v2 in generator_power_sum(q[i], beta, n_ch).items():
                    add(new, rest + q2, v * v2, n_ch)
                for j in range(i + 1, len(q)):
                    others = q[:i] + q[i + 1:j] + q[j + 1:]
                    w = 2 * c * q[i] * q[j] * v
                    add(new, others + (q[i] + q[j],), w, n_ch)
                    add(new, others + (q[i] + q[j] + 1,), -w, n_ch)
        poly = new
    return coeffs


def times(a, b):
    return [sum(a[i] * b[j - i] for i in range(j + 1)) for j in range(len(a))]


def series_of(expr, order):
    poly = sp.series(expr, s, 0, order + 1).removeO()
    return [float(sp.expand(poly).coeff(s, j)) for j in range(order + 1)]


order, huge = 7, 10**12
err_series, kappa3_max, cov_max, third, second = 0.0, 0.0, 0.0, {}, {}
for beta in (1, 2, 4):
    m1, m2, m3, m11, m12, m111 = [taylor(q, beta, huge, order) for q in
                                 ((1,), (2,), (3,), (1, 1), (1, 2), (1, 1, 1))]
    order_one = [float(v - huge * (-1)**j) for j, v in enumerate(m1)]
    spread = [float(a - b) for a, b in zip(m11, times(m1, m1))]
    pairs = [(order_one, g1.subs(B, beta)), (spread, var.subs(B, beta)),
             ([float(v / huge) for v in m2], t2), ([float(v / huge) for v in m3], t3)]
    for exact, formula in pairs:
        gap = np.max(abs(np.array(exact) - series_of(formula, order)))
        err_series = max(err_series, gap)
    cube = times(m1, times(m1, m1))
    kappa3 = [float(a - 3 * b + 2 * d) for a, b, d in zip(m111, times(m11, m1), cube)]
    kappa3_max = max(kappa3_max, max(map(abs, kappa3)))
    cov = [float(a - b) for a, b in zip(m12, times(m1, m2))]
    cov_max = max(cov_max, max(map(abs, cov)))
    third[beta], second[beta] = order_one[3], spread[2]
assert err_series < 1e-6          # remaining terms are of order 1/N
assert kappa3_max < 1e-6          # third cumulant vanishes as 1/N
assert cov_max < 1e5              # covariance stays of order one, not N


# --- Wires grown from random slices ---
def root_series(a):
    """Square root of 1-a for small a, through third order."""
    one = np.eye(a.shape[-1])
    return one - a @ (one / 2 + a @ (one / 8 + a / 16))


def grow(beta, n_ch, length, steps, samples):
    delta = length / steps
    reflect = delta / (1 + delta)  # mean reflection of a slice of length delta
    shape = (samples, n_ch, n_ch)
    r, one = np.zeros(shape, complex), np.eye(n_ch)
    for _ in range(steps):
        z = (rng.normal(size=shape) + 1j * rng.normal(size=shape)) / np.sqrt(2)
        if beta == 1:
            rho = (z + np.swapaxes(z, 1, 2)) * np.sqrt(reflect / (2 * (n_ch + 1)))
        else:
            rho = z * np.sqrt(reflect / n_ch)
        rh = dagger(rho)
        inner = r @ np.linalg.inv(one - rho @ r)
        r = -rh + root_series(rh @ rho) @ inner @ root_series(rho @ rh)
    return n_ch - np.sum(abs(r)**2, axis=(1, 2))


mean_formula = sp.lambdify((s, B), g1)
var_formula = sp.lambdify((s, B), var)
n_mc, s_mc, steps_mc, samples_mc = 10, 2.0, 40, 2000
sampled = {}
for beta in (1, 2):
    cond = grow(beta, n_mc, s_mc, steps_mc, samples_mc)
    v = cond.var(ddof=1)
    shift, shift_err = cond.mean() - n_mc / (1 + s_mc), np.sqrt(v / samples_mc)
    v_err = v * np.sqrt(2 / samples_mc)
    sampled[beta] = (cond.mean(), shift, shift_err, v, v_err)
    # four standard errors plus finite slice thickness and 1/N terms
    assert abs(shift - mean_formula(s_mc, beta)) < 4 * shift_err + 0.015
    assert abs(v - var_formula(s_mc, beta)) < 0.25 * var_formula(s_mc, beta)

# --- Printed numbers ---
print(f"wave matching vs composition formula, max error: {err_match:.1e}")
print("test wire T_n:", T_start)
for beta in (1, 2, 4):
    print(f"beta={beta} drift of T_n per unit s, from slices:",
          np.round(drift_seen[beta], 5))
    print(f"beta={beta} max error of drift, diffusion: "
          f"{err_drift[beta]:.1e}, {err_diff[beta]:.1e}")
print(f"T form vs DMPK form, max difference: {err_dmpk:.1e}")
print(f"finite-N power-sum equations, max error: {err_hier:.1e}")
print(f"exact series: N = {huge:.0e}, highest power of s = {order}")
print(f"exact series vs closed forms, max coefficient error: {err_series:.1e}")
print(f"largest series coefficient of third cumulant: {kappa3_max:.1e}")
print(f"largest series coefficient of cov(T, T_2): {cov_max:.3f}")
for beta in (1, 2, 4):
    print(f"beta={beta} exact s^3 coefficient of order-one mean: {third[beta]:.6f}")
    print(f"beta={beta} exact s^2 coefficient of variance: {second[beta]:.6f}")
for beta in (1, 2, 4):
    print(f"beta={beta} large-s limits: correction {mean_formula(1e9, beta):.6f}, "
          f"variance {var_formula(1e9, beta):.6f}")
N_ex, s_ex = 100, 10.0
ohm = N_ex / (1 + s_ex)
print(f"example wire: N = {N_ex}, s = {s_ex:.0f}; conductances in 2e^2/h")
print(f"N/s = {N_ex / s_ex:.4f}, N/(1+s) = {ohm:.4f}, "
      f"contact term = {ohm - N_ex / s_ex:.4f}")
for f, name in ((t1, "t_1"), (t2, "t_2"), (t3, "t_3")):
    print(f"example {name} = {float(f.subs(s, s_ex)):.6f}")
for beta in (1, 2, 4):
    dg, vg = mean_formula(s_ex, beta), var_formula(s_ex, beta)
    print(f"beta={beta} example: correction {dg:.4f}, mean {ohm + dg:.4f}, "
          f"variance {vg:.5f}, rms {np.sqrt(vg):.4f}")
quantum = 2 * constants.e**2 / constants.h * 1e6
print(f"2e^2/h = {quantum:.4f} microsiemens")
print(f"beta=1 example mean = {quantum * (ohm + mean_formula(s_ex, 1)):.2f} "
      f"microsiemens, rms = {quantum * np.sqrt(var_formula(s_ex, 1)):.2f} microsiemens")
print(f"slice-built wires: N = {n_mc}, s = {s_mc:.0f}, slices = {steps_mc}, "
      f"samples = {samples_mc}, N/(1+s) = {n_mc / (1 + s_mc):.4f}")
for beta in (1, 2):
    m, d, de, v, ve = sampled[beta]
    print(f"beta={beta} sampled mean {m:.4f}, correction {d:.4f} +- {de:.4f}, "
          f"formula {mean_formula(s_mc, beta):.4f}")
    print(f"beta={beta} sampled variance {v:.4f} +- {ve:.4f}, "
          f"formula {var_formula(s_mc, beta):.4f}")
print("all tests passed")
```

Running it gives:

```
wave matching vs composition formula, max error: 1.3e-15
test wire T_n: [0.25 0.55 0.85]
beta=1 drift of T_n per unit s, from slices: [-0.33594 -0.39875 -0.21781]
beta=1 max error of drift, diffusion: 1.3e-08, 1.3e-08
beta=2 drift of T_n per unit s, from slices: [-0.42708 -0.43083 -0.04958]
beta=2 max error of drift, diffusion: 1.4e-08, 6.1e-09
beta=4 drift of T_n per unit s, from slices: [-0.5    -0.4565  0.085 ]
beta=4 max error of drift, diffusion: 3.6e-08, 1.7e-09
T form vs DMPK form, max difference: 4.4e-16
finite-N power-sum equations, max error: 1.1e-15
exact series: N = 1e+12, highest power of s = 7
exact series vs closed forms, max coefficient error: 1.6e-09
largest series coefficient of third cumulant: 8.0e-09
largest series coefficient of cov(T, T_2): 2518.476
beta=1 exact s^3 coefficient of order-one mean: -0.333333
beta=1 exact s^2 coefficient of variance: 2.000000
beta=2 exact s^3 coefficient of order-one mean: -0.000000
beta=2 exact s^2 coefficient of variance: 1.000000
beta=4 exact s^3 coefficient of order-one mean: 0.166667
beta=4 exact s^2 coefficient of variance: 0.500000
beta=1 large-s limits: correction -0.333333, variance 0.133333
beta=2 large-s limits: correction 0.000000, variance 0.066667
beta=4 large-s limits: correction 0.166667, variance 0.033333
example wire: N = 100, s = 10; conductances in 2e^2/h
N/s = 10.0000, N/(1+s) = 9.0909, contact term = -0.9091
example t_1 = 0.090909
example t_2 = 0.060629
example t_3 = 0.048508
beta=1 example: correction -0.2504, mean 8.8405, variance 0.13333, rms 0.3651
beta=2 example: correction 0.0000, mean 9.0909, variance 0.06666, rms 0.2582
beta=4 example: correction 0.1252, mean 9.2161, variance 0.03333, rms 0.1826
2e^2/h = 77.4809 microsiemens
beta=1 example mean = 684.97 microsiemens, rms = 28.29 microsiemens
slice-built wires: N = 10, s = 2, slices = 40, samples = 2000, N/(1+s) = 3.3333
beta=1 sampled mean 3.2380, correction -0.0953 +- 0.0078, formula -0.0988
beta=1 sampled variance 0.1206 +- 0.0038, formula 0.1310
beta=2 sampled mean 3.3238, correction -0.0095 +- 0.0057, formula 0.0000
beta=2 sampled variance 0.0645 +- 0.0020, formula 0.0655
all tests passed
```
